# Constant-phase admittance of a resistor–capacitor network at the percolation threshold

**Q.** A resistor has an admittance independent of frequency and a phase of zero. A capacitor has an admittance proportional to frequency and a phase of 90°. What does a random mixture of the two do, and what exactly is being mixed?

**A.** Take a large lattice in $d$ dimensions. Each bond is independently a resistor of conductance $g$, with probability $p$, or a capacitor of admittance $i\omega C$. The time factor is $e^{+i\omega t}$, so a capacitor has phase $+90^\circ$. Two opposite faces of the lattice are metal plates. Let $p_c$ be the fraction at which the resistors first form a connected path through an infinite lattice, and define

$$\delta=p-p_c,\qquad h=\frac{i\omega C}{g},\qquad \omega_0=\frac gC .$$

For a cube of side $L$ bonds with mean admittance $\langle Y_L\rangle$, the bulk quantity is

$$F(h,\delta)=\lim_{L\to\infty}\frac{L^{2-d}\langle Y_L\rangle}{g}.$$

The factor $L^{2-d}$ removes the shape: the admittance grows with the cross-section $L^{d-1}$ and falls with the length $L$. Below, $Y=gF$ is the bulk admittance of a cube one bond on a side. Only the ratio $h$ enters $F$, because multiplying every bond by one factor multiplies all currents by that factor.

The claim is that at $\delta=0$, for $\omega\ll\omega_0$, $|Y|$ grows as a power $u$ of frequency and the phase stays at $u\cdot90^\circ$. The exponent follows from two static exponents.

**Q.** Which static exponents, and what do you assume about them?

**A.** Let $h$ be real and positive for now, so that the network is a mixture of good and poor conductors. Two limits define the exponents:

- Above threshold with $h=0$, the resistors alone carry the current and $F\propto\delta^{t}$.
- Below threshold with $h\to0$, every path must cross poor bonds and $F\propto h|\delta|^{-s}$.

Two-component scaling states that, to leading order for small $h$ and $|\delta|$, both limits belong to one form,

$$F(h,\delta)=|\delta|^{t}\,\Phi_\pm(x),\qquad x=\frac{h}{|\delta|^{s+t}},$$

with the sign that of $\delta$. The first limit requires $\Phi_+(0)$ to be a nonzero constant. The second requires $\Phi_-(x)\propto x$ at small $x$, since $|\delta|^t\,h|\delta|^{-s-t}=h|\delta|^{-s}$.

This form is the starting assumption and is not derived here. A limited consistency check was made on square lattices of side 50. At $x=5$ the distances $\delta=0.12$ and $0.06$ should give admittances in the ratio $2^t$. The computed ratio gives $t=1.24$, against the input value $1.30$ used to set $h$. This is weak evidence: because $h$ was chosen with the input $t$, the result partly follows that input.

**Q.** At the threshold $|\delta|^t$ vanishes and $x$ is infinite. The formula seems to say nothing there.

**A.** It says a good deal once one adds that, for fixed $h>0$, $F$ is finite, nonzero and continuous in $\delta$. That is reasonable because no bond is then broken or perfect. Eliminate $\delta$ in favour of $x$:

$$|\delta|=\left(\frac hx\right)^{1/(s+t)}\quad\Rightarrow\quad F=\left(\frac hx\right)^{t/(s+t)}\Phi_\pm(x)=h^{u}\,\bigl[x^{-u}\Phi_\pm(x)\bigr],\qquad u=\frac{t}{s+t}.$$

Now hold $h$ fixed and let $\delta\to0$, so $x\to\infty$. The left side has a finite, nonzero limit, so the bracket has one too. Call it $K$. Continuity in $\delta$ makes $K$ the same from both sides. Hence

$$F(h,0)=K\,h^{u}\qquad(h>0,\ h\to0).$$

Since $s$ and $t$ are positive, $0<u<1$.

**Q.** That is for real $h$. You now want to put $h=i\omega C/g$ and read off $i^u$. A function can follow a power law on the real axis and do something else on the imaginary axis.

**A.** A general function can, so the step needs a property of networks. Start with a finite network, in units $g=1$, so each bond admittance $y_b$ is $1$ or $h$. Let $\phi$ be the node potentials that solve Kirchhoff's laws, with one plate at 1 and the other at 0, and let $\Delta\phi_b$ be the drop across bond $b$. Let $\chi$ be any other set of potentials with the same plate values. Collecting the terms of the following sum node by node gives

$$\sum_b y_b\,\Delta\phi_b\,\Delta\chi_b=\sum_n \chi_n I_n ,$$

where $I_n$ is the net current that $\phi$ drives out of node $n$ into the bonds. It vanishes at interior nodes. The plate at 0 contributes nothing, and the plate at 1 contributes the total current, which is $Y$. Therefore

$$\sum_b y_b\,\Delta\phi_b\,\Delta\chi_b=Y(h)\quad\text{for every such }\chi. \tag{1}$$

The plate values are real, so $\chi=\phi^*$ is allowed, and $Y(h)=\sum_b y_b|\Delta\phi_b|^2$.

Write $h=|h|e^{i\theta}$ with $|\theta|<\pi$. Multiplying by $e^{-i\theta/2}$ turns the two bond phases, $0$ and $\theta$, into $-\theta/2$ and $+\theta/2$. Both have the same positive cosine, so

$$\cos\tfrac\theta2\sum_b|y_b||\Delta\phi_b|^2=\mathrm{Re}\bigl[e^{-i\theta/2}Y(h)\bigr]\le|Y(h)|. \tag{2}$$

**Q.** What does this buy you?

**A.** First, analyticity. If both plates were at 0, the same argument would give $\sum_b|y_b||\Delta\phi_b|^2=0$, hence $\phi=0$ on a connected lattice. Kirchhoff's equations therefore have a unique solution, and $Y(h)$, a ratio of polynomials in $h$, has no pole in the plane cut along the negative real axis.

Second, a bound. Let $\psi$ be the real solution for the ratio $|h|$. Use $\chi=\psi$ in (1), then the Cauchy–Schwarz inequality, then (2):

$$|Y(h)|\le\Bigl(\sum_b|y_b||\Delta\phi_b|^2\Bigr)^{1/2}\Bigl(\sum_b|y_b|(\Delta\psi_b)^2\Bigr)^{1/2}\le\left(\frac{|Y(h)|}{\cos(\theta/2)}\right)^{1/2}Y(|h|)^{1/2}.$$

Squaring and dividing by $|Y(h)|$ gives

$$|Y(h)|\le\frac{Y(|h|)}{\cos(\theta/2)} . \tag{3}$$

On small random cubic networks with angles of 45°, 90° and 162°, the largest value found for $|Y(h)|\cos(\theta/2)/Y(|h|)$ was 0.93, below the permitted 1.

**Q.** A bound on the size is still not a phase.

**A.** It becomes one when combined with the power law. Two facts for real $h$ are needed. Put $\chi=\phi+\eta$, with $\eta=0$ on the plates. By (1) the cross term vanishes, so

$$\sum_b y_b(\Delta\chi_b)^2=Y+\sum_b y_b(\Delta\eta_b)^2\ge Y .$$

Thus $Y(h)$ is the minimum of the left side over $\chi$. Raising $h$ raises the left side for each $\chi$ or leaves it unchanged, so $Y$ does not decrease. The ratio $Y/h$ is the same minimum with bond values $1/h$ and $1$, so it does not increase. These statements and (3) survive averaging and the limit of large $L$, and so hold for $F$.

At threshold, write $F(h)$ for $F(h,0)$ and define, for small $\lambda>0$,

$$G_\lambda(z)=\frac{F(\lambda z)}{F(\lambda)},\qquad |G_\lambda(z)|\le\frac{F(\lambda|z|)}{F(\lambda)\cos(\theta/2)}\le\frac{\max(1,|z|)}{\cos(\theta/2)},$$

where $\theta$ is the angle of $z$. For $|z|\le1$ the last step uses that $F$ does not decrease; for $|z|>1$ it uses that $F/h$ does not increase.

The functions $G_\lambda$ are thus analytic in the cut plane and bounded on each closed, bounded region inside it, uniformly in $\lambda$. By Montel's theorem, every sequence $\lambda\to0$ contains a subsequence along which $G_\lambda$ converges to an analytic function. On the positive axis the limit is known: $K(\lambda z)^u/(K\lambda^u)=z^u$. An analytic function is fixed by its values on a line segment, so every such limit is $z^u$, with its branch positive on the positive axis. Hence the whole family converges to $z^u$. The same argument, with $L\to\infty$ in place of $\lambda\to0$, shows that the bulk $F$ exists and is analytic off the real axis if it exists for real $h>0$.

Setting $z=i=e^{i\pi/2}$ and $\lambda=\omega/\omega_0$,

$$F(i\lambda)\to e^{i\pi u/2}F(\lambda)=K\lambda^u e^{i\pi u/2},$$

$$\boxed{Y=K\,g^{1-u}(i\omega C)^{u},\qquad |Y|\propto\omega^{u},\qquad \arg Y=u\cdot90^\circ}$$

to leading order for $\omega\ll\omega_0$.

**Q.** What does a constant phase mean physically? No bond in the network has it.

**A.** From $Y=\sum_b y_b|\Delta\phi_b|^2$, the real part of $Y$ is the weight of the resistors and the imaginary part that of the capacitors. Their ratio is

$$\frac{\mathrm{Re}\,Y}{\mathrm{Im}\,Y}=\cot\frac{\pi u}{2},$$

which does not depend on frequency. As the frequency falls, the voltages rearrange so that dissipation and storage keep the same proportion. The effective capacitance $\mathrm{Im}\,Y/\omega\propto\omega^{u-1}$ grows meanwhile. In a finite network it equals $C\sum|\Delta\phi_b|^2$ over the capacitors at unit plate voltage, so its growth means that the squared voltages across the capacitors add up to more.

**Q.** Is there a case where $u$ can be found without measuring $t$ and $s$?

**A.** The square lattice is one. Its dual network has a node in each face and a bond crossing each original bond. Use the original currents $I_b$ as dual voltages. Current conservation at each original node makes these voltages sum to zero around each dual face. Use $g\,y\,\Delta\phi_b$, with $y=i\omega C$, as dual currents. They are conserved because the original voltages sum to zero around each face. The dual bond then has admittance

$$\frac{g\,y\,\Delta\phi_b}{I_b}=\frac{g\,y}{y_b},$$

so resistors and capacitors change places. For original plate voltage $V$, the total dual voltage is $YV$ and the total dual current is $g\,yV$. Hence

$$Y\,Y_{\rm dual}=g\,y .$$

A sample with $L$ rows of $L$ bonds between the plates, free at its other two sides, has a dual of the same shape. At $p=1/2$ the exchange leaves the statistics unchanged, so $Y$ and $Y_{\rm dual}$ have the same distribution. Averaging the logarithm gives

$$\langle\ln Y\rangle=\tfrac12\ln(g\,i\omega C).$$

If a large sample has a definite admittance, it is $Y=\sqrt{g\,i\omega C}$: $u=1/2$, $K=1$ and phase 45°. This holds on both sides of $\omega_0$.

Away from $p=1/2$, the same exchange gives $F(h,\delta)F(h,-\delta)=h$. At small $h$ this reads $|\delta|^t\cdot h|\delta|^{-s}\propto h$, so $s=t$, in agreement with $u=t/(s+t)=1/2$.

**Q.** That symmetry could hide an error in the general argument. What happens where $u$ is not one half?

**A.** On the simple cubic lattice, with $p_c=0.2488$, three estimates were made. Let $\nu$ be the exponent of the correlation length, $\xi\propto|\delta|^{-\nu}$. At threshold a sample of side $L$ behaves as if $|\delta|\sim L^{-1/\nu}$. The conductivity of samples spanned by resistors then scales as $L^{-t/\nu}$, and that of unspanned samples as $hL^{s/\nu}$. Sizes 6 and 12 gave $t/\nu=2.17$ and $s/\nu=0.90$, so

$$u=\frac{2.17}{2.17+0.90}=0.71 .$$

With $L=12$, the slope of $\ln F$ at real $h$, over one decade centred on 0.01, was 0.646. The phase at $h=0.01i$ was 58.7°, which is $0.652\times90^\circ$.

Slope and phase agree within 0.01 in this set of samples and within about 0.02 in another, as the continuation argument requires. This tests analyticity in $h$ more than the power law: off threshold, at $p=0.30$, slope and phase over 90° are also close, 0.435 and 0.451. The accepted values $t\approx2.0$ and $s\approx0.73$ give $u\approx0.73$, so slope and phase at this $L$ and $h$ fall below the asymptotic exponent. The exponent ratio lies about 0.06 higher. The small samples, a ratio $h$ that is not yet very small, and sampling noise may all contribute; they were not separated. These numbers support the relation between slope and phase more sharply than they fix the three-dimensional $u$.

**Q.** Does the three-dimensional law also continue above $\omega_0$?

**A.** No. There the capacitors are the good conductors, and their fraction, $1-0.2488=0.7512$, is far above the threshold. They form a connected network of their own, and $Y$ becomes proportional to $i\omega C$. At $h=100i$ the computed phase was 89.4°.

**Q.** And at low frequency? No sample is infinite or sits precisely at $p_c$.

**A.** The power law needs $x\gg1$, that is

$$\omega\gg\omega_\delta=\omega_0|\delta|^{s+t}.$$

Below $\omega_\delta$ the network behaves as a resistor of conductance $\propto g\,\delta^t$ if $\delta>0$, or as a capacitor $\propto C|\delta|^{-s}$ if $\delta<0$. Putting $|\delta|\sim L^{-1/\nu}$ gives the finite-size limit $\omega\gg\omega_L=\omega_0L^{-(s+t)/\nu}$. Both limits carry numerical factors that scaling does not fix, and they need not be close to one. On the square lattice above threshold the static conductance is about $3.3\,g\,\delta^{1.3}$, so it equals $g|h|^{1/2}$ only near $10\,\omega_\delta$; the phase is about 6° at $\omega_\delta$, 22° at $10\,\omega_\delta$ and 33° at $100\,\omega_\delta$. The finite-size factor there is about 1.4 for $L=50$.

The approach to the law is slow. If $F$ is also differentiable in $\delta$ at fixed $h$, its first correction must be a function of $x$ linear in $\delta$. Since $x^{-1/(s+t)}=|\delta|h^{-1/(s+t)}$,

$$F=Kh^u\bigl[1+b\,\delta\,h^{-1/(s+t)}+\dots\bigr],$$

with $b$ a number. Continuing this term to $h=i\lambda$, which is a further assumption, gives the phase change in radians

$$\Delta\arg Y\approx-b\,\delta\,\lambda^{-1/(s+t)}\sin\frac{\pi}{2(s+t)} .$$

**Q.** Put numbers on a film an engineer could picture.

**A.** Take a strontium titanate film at 300 K, 1 µm thick, patterned at random into patches of 1 µm. Half are donor-doped and conduct; half are acceptor-compensated and act as capacitors. As an idealization, replace the pattern by a square bond network at $p=1/2$ with 50 bonds to a side; what this leaves out is taken up below. The rough inputs are a donor density $n=10^{19}\ \mathrm{cm^{-3}}$, a mobility $\mu=6\ \mathrm{cm^2/Vs}$ and a relative permittivity from the Curie–Weiss form $\kappa=8.0\times10^4\ \mathrm{K}/(T-35\ \mathrm{K})$, which gives 302 at 300 K. For a square patch of thickness $D$, length and width cancel:

$$\sigma=en\mu=9.61\ \mathrm{S/cm},\qquad g=\sigma D=9.61\ \mathrm{S/cm}\times10^{-4}\ \mathrm{cm}=0.961\ \mathrm{mS},$$

$$C=\kappa\varepsilon_0D=2.67\ \mathrm{fF},\qquad f_0=\frac{g}{2\pi C}=57.2\ \mathrm{GHz}.$$

At 1 GHz, $f/f_0=0.01747$, and the law gives

$$|Y|=g\sqrt{f/f_0}=0.961\ \mathrm{mS}\times0.132=0.127\ \mathrm{mS},\qquad \arg Y=45^\circ .$$

Averaging the admittances of 60 random films gave 0.127 mS and 44.6°. At 0.1 and 10 GHz the mean phases were 44.8° and 45.0°, and the modulus between these frequencies rose with exponent 0.498.

**Q.** Would one film show 45°?

**A.** At 10 GHz nearly so, within this model: the film-to-film scatter is 1.1°. At 0.1 GHz it is 11°. With $s=t=1.30$ and $\nu=4/3$, the finite-size scale is $f_0\,50^{-1.95}=28$ MHz, only about a factor of four below.

Composition matters more than its frequency scale suggests. For $\delta=0.01$, $f_0\delta^{2.6}$ is 0.36 MHz, yet the computed phase at 0.1 GHz moves by $-4.3^\circ$. The slow correction has this size if $b$ is of order one: $0.01\times(0.00175)^{-1/2.6}=0.115$, and with $\sin(\pi/5.2)=0.57$ the shift is $-0.065\,b$ rad, or $-3.7^\circ\,b$. With 60 films the computed shift carries a sampling error of about 0.7°, so it shows only that $b$ is of order one.

**Q.** Your doped patches are titanate too. They must carry displacement current as well.

**A.** They do, and at the top of the range this shifts the phase by several degrees. Each doped bond becomes $g+i\omega C$. Duality holds for any two bond admittances, so

$$Y=\sqrt{i\omega C\,(g+i\omega C)},\qquad \arg Y=45^\circ+\tfrac12\arctan\frac{f}{f_0}.$$

This gives 45.5° at 1 GHz but 50° at 10 GHz. The constant phase therefore needs $f\ll f_0$ in such a film even in two dimensions.

**Q.** How close is the model to a real film?

**A.** The density, mobility and permittivity are of the usual order for doped bulk crystals near room temperature. Thin films often have a lower permittivity, which raises $f_0$ as $1/\kappa$ and lowers $|Y|$ as $\sqrt\kappa$ at fixed frequency. The random pattern at precisely half filling is a construction, not a typical film. Treating each patch as one bond is a simplification too: the threshold of a real pattern depends on how patches connect where they meet at corners. What happens at the corners depends on the net acceptor density of the compensated patches. At $10^{17}$ to $10^{18}\ \mathrm{cm^{-3}}$, Poisson's equation with a built-in voltage of about 1 V gives a depletion of only some 6 to 17 nm in the doped patches. Electrons then bridge the corner where two doped patches meet, with a conductance of 0.1 to 0.2 $g$. Doped patches connect through corners as well as edges, which on a large square pattern takes a doped fraction of only about 41%. A half-doped film of this kind lies above its threshold and tends to a resistor at low frequency, with a phase far below 45°. If the net acceptor density equals the donor density, the depletion widens to about 40 nm (58 nm is the limit for still more acceptors) and the corners are cut. Connection through edges alone takes a doped fraction of about 59%, so the half-doped film then tends to a capacitor, with a phase far above 45°. The numbers above therefore describe the bond network and do not predict the phase of the patterned film. In an amorphous oxide with a broad spread of local conductances, the two-component premise itself fails, and this derivation does not supply the exponent.

**Q.** And the remaining neglected effects?

**A.** One of them is not small: the electric field outside the film. The potential falls over the whole distance $\ell=50$ µm between the plates, so the field reaches out a comparable distance. A potential with wavenumber $k$ along the film adds an outside capacitance of about $\varepsilon_0(\kappa_1+\kappa_2)/k$ per square, where $\kappa_1$ and $\kappa_2$ are the relative permittivities above and below. With $k=\pi/\ell$ and $\kappa_1+\kappa_2=11$ this is 1.6 fF. At 10 GHz the film itself has $|Y|/\omega=6.4$ fF, so the outside field raises the phase by roughly 8°; at 1 GHz the rise is roughly 3°. This leaves out most of the plates' own field. Flat plates 10 to 50 µm deep, lying in the plane of the film, bring the outside capacitance to some 4 to 7 fF if the potential falls evenly along the film, and the rise to about 17° to 24° at 10 GHz and 7° to 12° at 1 GHz. Even a film that followed the bond model would therefore come close to 45° only at the lower frequencies, where the scatter between films is large, unless the outside capacitance is measured and subtracted.

Within the bond model, and under the conditions stated, the following effects are smaller or leave the phase alone:

- A leakage of $10^{-6}$ S/cm in the compensated patches changes the phase at 0.1 GHz by 0.002°. So small a leakage requires excess acceptors, of order $10^{17}\ \mathrm{cm^{-3}}$, that keep out electrons from the doped patches. With exact compensation, electrons spill in and can lower the phase at this frequency by about 20°.
- With 10 mV applied, the largest bond voltage found was 7 mV, below the thermal voltage of 26 mV, so a linear response is reasonable.
- Heating to 350 K at fixed frequency multiplies $|Y|$ by 0.76, if the mobility falls as $T^{-2.5}$ and the permittivity follows the Curie–Weiss form above. Within the bond model the phase stays at 45° while $f\ll f_0$, since only $g$ and $C$ change.

The other estimates, for tunnelling, degeneracy and skin depth, are in the numerical output. Contact impedance at the plates is left out altogether; in series with the film it would alter the measured phase.

## Values computed for the example and the checks

```
duality, relative error: 6.7e-17
analytic bound, largest |Y(h)|cos(theta/2)/Y(|h|): 0.9299
3D threshold used: 0.2488; sizes 6 and 12 bonds
3D spanning share: 0.52, 0.59
3D t/nu: 2.17; s/nu: 0.90
3D u from t/(s+t): 0.707
3D u from slope at real h, centre 0.01: 0.646
3D phase at h = 0.01i: 58.7 deg; over 90: 0.652
3D phase at h = 100i: 89.4 deg
2D input exponents: t = s = 1.30, nu = 1.333
2D off threshold: distances (0.12, 0.06), scaled h 5.0
2D t from scaling collapse: 1.24
film: T = 300 K, relative permittivity 302
donor density: 1.0e+19 cm^-3
mobility: 6.0 cm2/Vs
thickness, patch: 1000 nm, 1000 nm
film side: 50 patches; random films: 60
doped conductivity: 9.61 S/cm
bond conductance: 0.961 mS
bond capacitance: 2.673 fF
corner frequency f0: 57.2 GHz
f = 0.1 GHz: f/f0 = 0.00175
  |Y| law 0.0402 mS, network 0.0405 mS
  phase network 44.8 deg, film-to-film scatter 11.0 deg
  law phase with doped displacement: 45.05 deg
f = 1.0 GHz: f/f0 = 0.01747
  |Y| law 0.1271 mS, network 0.1272 mS
  phase network 44.6 deg, film-to-film scatter 2.9 deg
  law phase with doped displacement: 45.50 deg
f = 10.0 GHz: f/f0 = 0.17471
  |Y| law 0.4018 mS, network 0.4018 mS
  phase network 45.0 deg, film-to-film scatter 1.1 deg
  law phase with doped displacement: 49.95 deg
film u from modulus, 0.1 to 10 GHz: 0.498
finite-size frequency scale: 27.8 MHz
composition error 0.01: frequency scale 0.36 MHz
  phase change at 0.1 GHz: -4.3 deg
leakage 1e-06 S/cm: phase 44.998 deg at 0.1 GHz
depletion at 1 V: 58 nm per side
  two sides over patch: 11.6 %
outside permittivity sum 11: stray/bond 3.6 %
band mass 1.5 m_e, bands 3: n/Nc = 0.072
tunnelling exponent, 1 eV over one patch: 12549
applied 10 mV: peak bond 7.1 mV
  peak field 7.1e-05 MV/cm
  thermal voltage 25.9 mV
skin depth at 10 GHz: 162 um
mobility power -2.5, Curie temperature 35 K
  |Y| at 350 K over |Y| at 300 K: 0.756
```
